# Does the choice of ROHF canonicalization change CCSD energies?: a program that tests the result

```python
"""
Result under test: with a high-spin ROHF reference, the all-electron CCSD energy
is invariant to rotations within the closed, open and virtual orbital blocks.
Frozen-core energies change if the core space changes. (T) with diagonal
denominators is not invariant: outside semicanonical orbitals its amplitudes
violate the full triples equation, though the signed energy error may be small.

Symbols: f = spin-orbital Fock matrix, g[p,q,r,s] = <pq||rs>,
t1[i,a], t2[i,j,a,b], t3[i,j,k,a,b,c] = cluster amplitudes,
o/v = occupied/virtual spin orbitals, A and B = weights of the alpha and beta
Fock matrices in one diagonal block of the ROHF effective operator.
Energies are in hartree (Eh), lengths in angstrom.
"""
import numpy as np
from scipy.constants import physical_constants, N_A
from pyscf import gto, scf, cc

HARTREE_J_MOL = physical_constants["Hartree energy"][0] * N_A
rng = np.random.default_rng(7)


def ein(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=True)


# ---------------------------------------------------------------- reference
bond, angle = 1.08, 134.0
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g", spin=2, verbose=0)
rohf = scf.ROHF(mol)
rohf.conv_tol = 1e-12
rohf.conv_tol_grad = 1e-7
rohf.kernel()
assert rohf.converged
n_alpha, n_beta = mol.nelec
n_orb = mol.nao
n_va = n_orb - n_alpha
overlap = mol.intor("int1e_ovlp")
h_core = rohf.get_hcore()
eri = mol.intor("int2e")
order = np.argsort(-rohf.mo_occ, kind="stable")
C_start = rohf.mo_coeff[:, order]
blocks = [slice(0, n_beta), slice(n_beta, n_alpha), slice(n_alpha, n_orb)]


def fock_and_energy(ca, cb):
    """AO Fock matrices and energy of the determinant held by ca and cb."""
    da = ca[:, :n_alpha] @ ca[:, :n_alpha].T
    db = cb[:, :n_beta] @ cb[:, :n_beta].T
    coulomb = ein("pqrs,rs->pq", eri, da + db)
    fa = h_core + coulomb - ein("prsq,rs->pq", eri, da)
    fb = h_core + coulomb - ein("prsq,rs->pq", eri, db)
    energy = 0.5 * (np.sum((h_core + fa) * da) + np.sum((h_core + fb) * db))
    return fa, fb, energy + mol.energy_nuc()


FA, FB, E_rohf = fock_and_energy(C_start, C_start)


def canonicalize(weights):
    """Diagonalize A*FA + B*FB separately in closed, open, virtual blocks."""
    result = C_start.copy()
    for block, (a, b) in zip(blocks, weights):
        c = C_start[:, block]
        result[:, block] = c @ np.linalg.eigh(c.T @ (a * FA + b * FB) @ c)[1]
    return result


def rotate_randomly(c, n_fixed=0):
    """Random orthogonal mixing within each block; first n_fixed stay put."""
    result = c.copy()
    for block in blocks:
        start = max(block.start, n_fixed)
        part = slice(start, block.stop)
        size = block.stop - start
        q = np.linalg.qr(rng.normal(size=(size, size)))[0]
        result[:, part] = c[:, part] @ q
    return result


def semicanonicalize(c):
    """Diagonalize each spin Fock matrix in its occupied and virtual space."""
    pair = []
    for fock, n_occ in ((FA, n_alpha), (FB, n_beta)):
        new = c.copy()
        for part in (slice(0, n_occ), slice(n_occ, n_orb)):
            x = c[:, part]
            new[:, part] = x @ np.linalg.eigh(x.T @ fock @ x)[1]
        pair.append(new)
    return pair


# ------------------------------------------------------------ coupled cluster
def hamiltonian(ca, cb, n_frozen=0):
    """Spin-orbital f and g without the first n_frozen orbitals of each spin."""
    fa, fb, e_ref = fock_and_energy(ca, cb)
    parts = [(ca[:, n_frozen:n_alpha], 0), (cb[:, n_frozen:n_beta], 1),
             (ca[:, n_alpha:], 0), (cb[:, n_beta:], 1)]
    c = np.hstack([p for p, _ in parts])
    spin = np.concatenate([np.full(p.shape[1], s) for p, s in parts])
    same = (spin[:, None] == spin[None, :]).astype(float)
    f = np.where(spin[:, None] == 0, c.T @ fa @ c, c.T @ fb @ c) * same
    chem = ein("pqrs,pi,qj,rk,sl->ijkl", eri, c, c, c, c)
    chem = chem * same[:, :, None, None] * same[None, None, :, :]
    direct = chem.transpose(0, 2, 1, 3)
    g = np.ascontiguousarray(direct - direct.transpose(0, 1, 3, 2))
    return f, g, n_alpha + n_beta - 2 * n_frozen, e_ref


def swap_occ(x):
    return x - x.transpose(1, 0, 2, 3)


def swap_vir(x):
    return x - x.transpose(0, 1, 3, 2)


def residuals(f, g, n, t1, t2):
    """Projected singles and doubles equations with the complete f."""
    o, v = slice(0, n), slice(n, None)
    fov, oovv, ovvv = f[o, v], g[o, o, v, v], g[o, v, v, v]
    ooov, oovo, ovvo = g[o, o, o, v], g[o, o, v, o], g[o, v, v, o]
    pair = swap_vir(ein("ia,jb->ijab", t1, t1))
    tau, tau_half = t2 + pair, t2 + 0.5 * pair
    Fae = (f[v, v] - 0.5 * ein("me,ma->ae", fov, t1)
           + ein("mf,mafe->ae", t1, ovvv)
           - 0.5 * ein("mnaf,mnef->ae", tau_half, oovv))
    Fmi = (f[o, o] + 0.5 * ein("ie,me->mi", t1, fov)
           + ein("ne,mnie->mi", t1, ooov)
           + 0.5 * ein("inef,mnef->mi", tau_half, oovv))
    Fme = fov + ein("nf,mnef->me", t1, oovv)
    Wmnij = (g[o, o, o, o] + swap_vir(ein("je,mnie->mnij", t1, ooov))
             + 0.25 * ein("ijef,mnef->mnij", tau, oovv))
    Wabef = (g[v, v, v, v] - swap_occ(ein("mb,amef->abef", t1, g[v, o, v, v]))
             + 0.25 * ein("mnab,mnef->abef", tau, oovv))
    mixed = 0.5 * t2 + ein("jf,nb->jnfb", t1, t1)
    Wmbej = (ovvo + ein("jf,mbef->mbej", t1, ovvv)
             - ein("nb,mnej->mbej", t1, oovo)
             - ein("jnfb,mnef->mbej", mixed, oovv))
    r1 = (fov + t1 @ Fae.T - Fmi.T @ t1 + ein("imae,me->ia", t2, Fme)
          - ein("nf,naif->ia", t1, g[o, v, o, v])
          - 0.5 * ein("imef,maef->ia", t2, ovvv)
          - 0.5 * ein("mnae,nmei->ia", t2, oovo))
    Fbe = Fae - 0.5 * ein("mb,me->be", t1, Fme)
    Fmj = Fmi + 0.5 * ein("je,me->mj", t1, Fme)
    ring = (ein("imae,mbej->ijab", t2, Wmbej)
            - ein("ie,ma,mbej->ijab", t1, t1, ovvo))
    r2 = (oovv + swap_vir(ein("ijae,be->ijab", t2, Fbe))
          - swap_occ(ein("imab,mj->ijab", t2, Fmj))
          + 0.5 * ein("mnab,mnij->ijab", tau, Wmnij)
          + 0.5 * ein("ijef,abef->ijab", tau, Wabef)
          + swap_occ(swap_vir(ring))
          + swap_occ(ein("ie,abej->ijab", t1, g[v, v, v, o]))
          - swap_vir(ein("ma,mbij->ijab", t1, g[o, v, o, o])))
    return r1, r2


def solve_ccsd(f, g, n):
    """Return correlation energy, t1, t2. The preconditioner affects only
    the path of the iteration, not the equations being solved."""
    o, v = slice(0, n), slice(n, None)
    eo, uo = np.linalg.eigh(f[o, o])
    ev, uv = np.linalg.eigh(f[v, v])
    d1 = eo[:, None] - ev[None, :]
    d2 = d1[:, None, :, None] + d1[None, :, None, :]
    t1, t2 = np.zeros_like(d1), np.zeros_like(d2)
    vectors, errors = [], []
    for _ in range(100):
        r1, r2 = residuals(f, g, n, t1, t2)
        s1 = uo @ ((uo.T @ r1 @ uv) / d1) @ uv.T
        s2 = ein("ijab,ik,jl,ac,bd->klcd", r2, uo, uo, uv, uv) / d2
        s2 = ein("klcd,ik,jl,ac,bd->ijab", s2, uo, uo, uv, uv)
        step = np.concatenate([s1.ravel(), s2.ravel()])
        vectors.append(np.concatenate([t1.ravel(), t2.ravel()]) + step)
        errors.append(step)
        vectors, errors = vectors[-8:], errors[-8:]
        if np.linalg.norm(step) < 1e-10:
            new = vectors[-1]
        else:
            m = len(errors)
            e = np.array(errors)
            gram = e @ e.T
            mat = np.ones((m + 1, m + 1))
            mat[:m, :m] = gram / np.max(np.abs(gram))
            mat[m, m] = 0.0
            rhs = np.zeros(m + 1)
            rhs[m] = 1.0
            weights = np.linalg.lstsq(mat, rhs, rcond=None)[0][:m]
            new = weights @ np.array(vectors)
        t1 = new[:t1.size].reshape(t1.shape)
        t2 = new[t1.size:].reshape(t2.shape)
        if np.linalg.norm(step) < 1e-10:
            break
    else:
        raise RuntimeError("CCSD did not converge")
    energy = (np.sum(f[o, v] * t1) + 0.25 * np.sum(g[o, o, v, v] * t2)
              + 0.5 * ein("ijab,ia,jb->", g[o, o, v, v], t1, t1))
    return float(energy), t1, t2


def anti_o(x):
    return x - x.transpose(1, 0, 2, 3, 4, 5) - x.transpose(2, 1, 0, 3, 4, 5)


def anti_v(x):
    return x - x.transpose(0, 1, 2, 4, 3, 5) - x.transpose(0, 1, 2, 5, 4, 3)


def fock_coupling(t3, off_o, off_v):
    """Off-diagonal Fock terms of the triples equation."""
    return (anti_v(ein("ijkebc,ae->ijkabc", t3, off_v))
            - anti_o(ein("mjkabc,mi->ijkabc", t3, off_o)))


def triples(f, g, n, t1, t2, diagnose=False, full_fock=False):
    """(T) energy from diagonal denominators, or from the full f blocks.
    With diagnose: also the first-order missing energy from the alpha and beta
    off-diagonal f, and the relative residual of the one-shot amplitudes."""
    o, v = slice(0, n), slice(n, None)
    W = anti_o(anti_v(ein("jkae,eibc->ijkabc", t2, g[v, o, v, v])
                      - ein("imbc,majk->ijkabc", t2, g[o, v, o, o])))
    V = anti_o(anti_v(ein("ia,jkbc->ijkabc", t1, g[o, o, v, v])
                      + ein("ia,jkbc->ijkabc", f[o, v], t2)))
    eo, ev = np.diag(f)[o], np.diag(f)[v]
    so = eo[:, None, None] + eo[None, :, None] + eo[None, None, :]
    sv = ev[:, None, None] + ev[None, :, None] + ev[None, None, :]
    D = so[:, :, :, None, None, None] - sv[None, None, None]
    total = W + V
    t3 = W / D
    energy = float(np.sum(t3 * total) / 36)
    off_o, off_v = f[o, o] - np.diag(eo), f[v, v] - np.diag(ev)
    if diagnose:
        alpha_o, alpha_v = np.zeros_like(off_o), np.zeros_like(off_v)
        alpha_o[:n_alpha, :n_alpha] = off_o[:n_alpha, :n_alpha]
        alpha_v[:n_va, :n_va] = off_v[:n_va, :n_va]
        x_alpha = fock_coupling(t3, alpha_o, alpha_v)
        x_beta = fock_coupling(t3, off_o - alpha_o, off_v - alpha_v)
        missing = [float(np.sum(x / D * total) / 36)
                   for x in (x_alpha, x_beta)]
        residual = np.linalg.norm(x_alpha + x_beta) / np.linalg.norm(W)
        return energy, missing, float(residual)
    if not full_fock:
        return energy
    for _ in range(40):
        t3 = (W + fock_coupling(t3, off_o, off_v)) / D
        previous, energy = energy, float(np.sum(t3 * total) / 36)
        if abs(energy - previous) < 1e-10:
            return energy
    raise RuntimeError("triples equation did not converge")


# ---------------------------------------------------------------- calculations
choices = {
    "mean": [(0.5, 0.5)] * 3,
    "Roothaan": [(-0.5, 1.5), (0.5, 0.5), (1.5, -0.5)],
    "alpha": [(1.0, 0.0)] * 3,
}
canonical = {name: canonicalize(w) for name, w in choices.items()}
orbital_sets = {name: (c, c) for name, c in canonical.items()}
C_random = rotate_randomly(canonical["mean"])
orbital_sets["random"] = (C_random, C_random)
orbital_sets["semicanonical"] = tuple(semicanonicalize(C_random))

# ROHF stationarity conditions between blocks
c_cl, c_op, c_vi = [C_start[:, b] for b in blocks]
stationarity = max(np.abs(c_cl.T @ FB @ c_op).max(),
                   np.abs(c_op.T @ FA @ c_vi).max(),
                   np.abs(c_cl.T @ (FA + FB) @ c_vi).max())
assert stationarity < 1e-5

E_ccsd, E_t, t1_norm, f_off, f_ov = {}, {}, {}, {}, {}
missing, t3_residual, saved = {}, {}, {}
for name, (ca, cb) in orbital_sets.items():
    f, g, n, e_ref = hamiltonian(ca, cb)
    assert abs(e_ref - E_rohf) < 1e-9
    corr, t1, t2 = solve_ccsd(f, g, n)
    E_ccsd[name] = e_ref + corr
    t1_norm[name] = np.linalg.norm(t1)
    if name in choices:
        E_t[name], missing[name], t3_residual[name] = triples(
            f, g, n, t1, t2, diagnose=True)
    else:
        E_t[name] = triples(f, g, n, t1, t2)
    f_off[name] = max(np.abs(b - np.diag(np.diag(b))).max()
                      for b in (f[:n, :n], f[n:, n:]))
    f_ov[name] = np.abs(f[:n, n:]).max()
    if name in ("mean", "random"):
        saved[name] = (f, g, n, t1, t2)
ccsd_spread = max(E_ccsd.values()) - min(E_ccsd.values())
assert ccsd_spread < 5e-9
assert max(t1_norm.values()) - min(t1_norm.values()) < 1e-7

# amplitudes transform as tensors between the mean and random orbital sets
U = canonical["mean"].T @ overlap @ C_random
U_occ = np.zeros((n_alpha + n_beta,) * 2)
U_occ[:n_alpha, :n_alpha] = U[:n_alpha, :n_alpha]
U_occ[n_alpha:, n_alpha:] = U[:n_beta, :n_beta]
U_vir = np.zeros((2 * n_orb - n_alpha - n_beta,) * 2)
U_vir[:n_va, :n_va] = U[n_alpha:, n_alpha:]
U_vir[n_va:, n_va:] = U[n_beta:, n_beta:]
t1_error = np.abs(U_occ.T @ saved["mean"][3] @ U_vir
                  - saved["random"][3]).max()
t2_moved = ein("ijab,ik,jl,ac,bd->klcd", saved["mean"][4],
               U_occ, U_occ, U_vir, U_vir)
t2_error = np.abs(t2_moved - saved["random"][4]).max()
assert max(t1_error, t2_error) < 1e-7

# separate implementation, in semicanonical orbitals
ca, cb = orbital_sets["semicanonical"]
uhf = scf.UHF(mol)
uhf.mo_coeff = np.array([ca, cb])
uhf.mo_occ = np.array([np.arange(n_orb) < n_alpha,
                       np.arange(n_orb) < n_beta]).astype(float)
uhf.mo_energy = np.array([np.diag(ca.T @ FA @ ca), np.diag(cb.T @ FB @ cb)])
uhf.e_tot, uhf.converged = E_rohf, True
check = cc.UCCSD(uhf)
check.conv_tol, check.conv_tol_normt, check.max_cycle = 1e-10, 1e-8, 100
check.kernel()
assert check.converged
check_ccsd = E_rohf + check.e_corr
check_t = float(check.ccsd_t())
assert abs(check_ccsd - E_ccsd["semicanonical"]) < 1e-7
assert abs(check_t - E_t["semicanonical"]) < 1e-7

# full triples equation in non-semicanonical orbitals
E_t_full = triples(*saved["mean"], full_fock=True)
assert abs(E_t_full - E_t["semicanonical"]) < 2e-9
t_errors = {k: E_t[k] - E_t["semicanonical"] for k in E_t}
# the residual norm cannot cancel, unlike the signed energy error
assert min(t3_residual.values()) > 1e-4
# a real variation must exceed ten times the agreement demanded above
t_values = [E_t[k] for k in choices]
t_spread = max(t_values) - min(t_values)
assert t_spread > 2e-8
assert f_off["semicanonical"] < 1e-9 and f_ov["semicanonical"] > 1e-4

# a closed-open rotation changes the determinant and must change CCSD
mix_angle = 0.2
C_mixed = canonical["mean"].copy()
p, q = n_beta - 2, n_beta
cp, cq = C_mixed[:, p].copy(), C_mixed[:, q].copy()
C_mixed[:, p] = np.cos(mix_angle) * cp + np.sin(mix_angle) * cq
C_mixed[:, q] = np.cos(mix_angle) * cq - np.sin(mix_angle) * cp
f, g, n, e_mixed = hamiltonian(C_mixed, C_mixed)
ccsd_mixed = e_mixed + solve_ccsd(f, g, n)[0]
assert e_mixed - E_rohf > 1e-5
assert abs(ccsd_mixed - E_ccsd["mean"]) > 1e-6

# deleting off-diagonal f_ij and f_ab must destroy the invariance
E_deleted = {}
for name in ("mean", "Roothaan"):
    f, g, n, e_ref = hamiltonian(*orbital_sets[name])
    f = f.copy()
    f[:n, :n] = np.diag(np.diag(f[:n, :n]))
    f[n:, n:] = np.diag(np.diag(f[n:, n:]))
    E_deleted[name] = e_ref + solve_ccsd(f, g, n)[0]
assert abs(E_deleted["mean"] - E_deleted["Roothaan"]) > 1e-6


# frozen core: one lowest closed orbital
def frozen_ccsd(ca, cb):
    f, g, n, e_ref = hamiltonian(ca, cb, n_frozen=1)
    return e_ref + solve_ccsd(f, g, n)[0]


E_frozen = {k: frozen_ccsd(c, c) for k, c in canonical.items()}
frozen_spread = max(E_frozen.values()) - min(E_frozen.values())
assert frozen_spread > 1e-7
C_active = rotate_randomly(canonical["mean"], n_fixed=1)
E_frozen_active = frozen_ccsd(C_active, C_active)
assert abs(E_frozen_active - E_frozen["mean"]) < 5e-9
E_frozen_spin = frozen_ccsd(*orbital_sets["semicanonical"])

closed = canonical["mean"][:, blocks[0]]
tilt, tilt_predicted = {}, {}
for name in ("Roothaan", "alpha"):
    a, b = choices[name][0]
    R = closed.T @ (a * FA + b * FB) @ closed
    tilt_predicted[name] = np.linalg.norm(
        R[1:, 0] / (R[0, 0] - np.diag(R)[1:]))
    tilt[name] = np.linalg.norm(
        closed[:, 1:].T @ overlap @ canonical[name][:, 0])
    assert abs(tilt[name] / tilt_predicted[name] - 1) < 0.05

# -------------------------------------------------------------------- output
print(f"CH2 triplet, 6-31G: bond {bond:.2f} angstrom, angle {angle:.0f} degrees")
print(f"closed, open, virtual orbitals: {n_beta}, {n_alpha - n_beta}, {n_va}")
print(f"ROHF energy: {E_rohf:.9f} Eh")
print(f"largest ROHF stationarity error: {stationarity:.1e} Eh")
for k in E_ccsd:
    print(f"all-electron CCSD, {k}: {E_ccsd[k]:.9f} Eh")
print(f"spread of these CCSD energies: {ccsd_spread:.1e} Eh")
print(f"norm of t1 (all sets): {t1_norm['mean']:.6f}")
print(f"tensor-law error of t1, t2: {t1_error:.1e}, {t2_error:.1e}")
print(f"separate program, CCSD: {check_ccsd:.9f} Eh")
print(f"closed-open rotation angle: {mix_angle:.1f} rad")
print(f"  change of reference energy: {e_mixed - E_rohf:.3e} Eh")
print(f"  change of CCSD energy: {ccsd_mixed - E_ccsd['mean']:.3e} Eh")
for k in E_deleted:
    print(f"CCSD with off-diagonal f_ij, f_ab deleted, {k}: {E_deleted[k]:.9f} Eh")
for k in E_frozen:
    print(f"frozen-core CCSD, {k}: {E_frozen[k]:.9f} Eh")
print(f"spread of frozen-core CCSD: {frozen_spread:.3e} Eh"
      f" = {frozen_spread * HARTREE_J_MOL:.3g} J/mol")
print(f"frozen-core CCSD, mean core, active rotated: {E_frozen_active:.9f} Eh")
print(f"frozen-core CCSD, spin-specific cores: {E_frozen_spin:.9f} Eh")
for k in tilt:
    print(f"core tilt from mean to {k}: {tilt[k]:.4e} (predicted {tilt_predicted[k]:.4e})")
for k in E_t:
    print(f"(T), diagonal denominators, {k}: {E_t[k]:.9f} Eh")
print(f"(T), full Fock blocks, mean orbitals: {E_t_full:.9f} Eh")
print(f"separate program, semicanonical (T): {check_t:.9f} Eh")
print(f"(T) spread over three canonicalizations: {t_spread:.3e} Eh"
      f" = {t_spread * HARTREE_J_MOL:.3g} J/mol")
for k in ("mean", "Roothaan", "alpha", "random"):
    print(f"(T) error against semicanonical, {k}: {t_errors[k]:.3e} Eh")
for k in choices:
    print(f"relative residual of one-shot triples, {k}: {t3_residual[k]:.3e}")
for k in choices:
    rest = -t_errors[k] - sum(missing[k])
    print(f"missing (T), {k}: alpha {missing[k][0]:.2e},"
          f" beta {missing[k][1]:.2e}, higher order {rest:.2e} Eh")
for k in ("mean", "semicanonical"):
    print(f"largest off-diagonal f_ij or f_ab, {k}: {f_off[k]:.2e} Eh")
print(f"largest f_ia, semicanonical: {f_ov['semicanonical']:.4f} Eh")
print("success")
```

Running it gives:

```
CH2 triplet, 6-31G: bond 1.08 angstrom, angle 134 degrees
closed, open, virtual orbitals: 3, 2, 8
ROHF energy: -38.906786475 Eh
largest ROHF stationarity error: 3.2e-09 Eh
all-electron CCSD, mean: -38.980306345 Eh
all-electron CCSD, Roothaan: -38.980306345 Eh
all-electron CCSD, alpha: -38.980306345 Eh
all-electron CCSD, random: -38.980306345 Eh
all-electron CCSD, semicanonical: -38.980306345 Eh
spread of these CCSD energies: 1.4e-14 Eh
norm of t1 (all sets): 0.073822
tensor-law error of t1, t2: 1.4e-15, 2.2e-16
separate program, CCSD: -38.980306345 Eh
closed-open rotation angle: 0.2 rad
  change of reference energy: 2.138e-02 Eh
  change of CCSD energy: -1.730e-05 Eh
CCSD with off-diagonal f_ij, f_ab deleted, mean: -38.980247027 Eh
CCSD with off-diagonal f_ij, f_ab deleted, Roothaan: -38.981399022 Eh
frozen-core CCSD, mean: -38.979254923 Eh
frozen-core CCSD, Roothaan: -38.979266030 Eh
frozen-core CCSD, alpha: -38.979247094 Eh
spread of frozen-core CCSD: 1.894e-05 Eh = 49.7 J/mol
frozen-core CCSD, mean core, active rotated: -38.979254923 Eh
frozen-core CCSD, spin-specific cores: -38.979260492 Eh
core tilt from mean to Roothaan: 3.0252e-03 (predicted 3.0252e-03)
core tilt from mean to alpha: 1.5353e-03 (predicted 1.5353e-03)
(T), diagonal denominators, mean: -0.000619293 Eh
(T), diagonal denominators, Roothaan: -0.000621372 Eh
(T), diagonal denominators, alpha: -0.000620341 Eh
(T), diagonal denominators, random: -0.000519590 Eh
(T), diagonal denominators, semicanonical: -0.000621296 Eh
(T), full Fock blocks, mean orbitals: -0.000621296 Eh
separate program, semicanonical (T): -0.000621296 Eh
(T) spread over three canonicalizations: 2.079e-06 Eh = 5.46 J/mol
(T) error against semicanonical, mean: 2.003e-06 Eh
(T) error against semicanonical, Roothaan: -7.598e-08 Eh
(T) error against semicanonical, alpha: 9.548e-07 Eh
(T) error against semicanonical, random: 1.017e-04 Eh
relative residual of one-shot triples, mean: 2.874e-02
relative residual of one-shot triples, Roothaan: 3.335e-02
relative residual of one-shot triples, alpha: 3.060e-02
missing (T), mean: alpha -2.93e-06, beta 1.50e-06, higher order -5.70e-07 Eh
missing (T), Roothaan: alpha -1.60e-06, beta 2.43e-06, higher order -7.56e-07 Eh
missing (T), alpha: alpha -2.19e-06, beta 1.88e-06, higher order -6.41e-07 Eh
largest off-diagonal f_ij or f_ab, mean: 1.54e-01 Eh
largest off-diagonal f_ij or f_ab, semicanonical: 5.68e-15 Eh
largest f_ia, semicanonical: 0.0237 Eh
success
```
